# Thomas-Fermi tails of a neutral donor line and donor plane

A thin sheet of donors in a semiconductor binds its electrons in a well that the electrons themselves screen. A narrow strip of the sheet, seen from a distance, is a donor line. This problem finds how the two wells end far from the donors.

The model is Thomas-Fermi theory at zero temperature. The host has permittivity $\varepsilon$ and $g$ equal conduction valleys with ellipsoidal, parabolic bands of masses $m_l,m_t,m_t$. The donors are smeared into a uniform plane of $N$ charges per area or a uniform line of $\lambda$ charges per length. There is no other doping, and exchange and correlation are left out. Hartree atomic units are used until the example.

Let $\phi=E_F-E_c\ge 0$ be the depth of the band edge $E_c$ below the Fermi level $E_F$. Far away the host is empty of electrons and its band edge lies at the Fermi level, so $\phi\to0$.

## (a) Find the equation obeyed by $\phi$ outside the donors.

**Solution.** At each point, electrons fill the states with

$$\frac{k_1^2+k_2^2}{2m_t}+\frac{k_3^2}{2m_l}\le\phi .$$

This ellipsoid has semi-axes $\sqrt{2m_t\phi}$ (twice) and $\sqrt{2m_l\phi}$, hence volume $\frac{4\pi}{3}(2\phi)^{3/2}m_t\sqrt{m_l}$. Define the density-of-states mass by $m^3=m_lm_t^2$, so that $m_t\sqrt{m_l}=m^{3/2}$. With two spins, $g$ valleys and $(2\pi)^{-3}$ states per unit volume of $k$-space,

$$n=\frac{2g}{8\pi^3}\,\frac{4\pi}{3}(2m\phi)^{3/2}=\frac{g(2m\phi)^{3/2}}{3\pi^2}.$$

The electron charge is $-1$, so $E_c$ is minus the electrostatic potential plus a constant, and $\phi$ is plus the potential plus a constant. Poisson's equation with charge density $-n$ gives $\nabla^2\phi=4\pi n/\varepsilon$, or

$$\nabla^2\phi=C\phi^{3/2},\qquad C=\frac{8\sqrt2\,g\,m^{3/2}}{3\pi\varepsilon}. \tag{1}$$

The anisotropy enters only through $m$, because this theory uses the number of states and not their direction of motion.

## (b) Solve the plane and find the limit of $z^4\phi$.

**Solution.** Take $z>0$; the other side is its mirror image. Multiply $\phi''=C\phi^{3/2}$ by $\phi'$ and integrate:

$$\tfrac12\phi'^2=\tfrac25C\phi^{5/2}+K .$$

Since $\phi''\ge0$ and $\phi\to0$, the slope also tends to zero, so $K=0$. A vanishing field at infinity means neutrality. The decreasing branch is $\phi'=-2\sqrt{C/5}\,\phi^{5/4}$, so

$$\frac{d}{dz}\phi^{-1/4}=-\tfrac14\phi^{-5/4}\phi'=\tfrac12\sqrt{C/5}.$$

Integrating once and taking the inverse fourth power,

$$\phi=\frac{A_{\rm pl}}{(z+z_0)^4},\qquad A_{\rm pl}=\frac{16\cdot25}{C^2}=\frac{400}{C^2}. \tag{2}$$

By Gauss's law and symmetry, each side carries half the sheet's flux: $\phi'(0^+)=-2\pi N/\varepsilon$. Equation (2) gives $\phi'(0^+)=-4A_{\rm pl}/z_0^5$, hence

$$z_0^5=\frac{2\varepsilon A_{\rm pl}}{\pi N}.$$

Thus $z^4\phi\to A_{\rm pl}$. The donor density moves the origin $z_0$ of the law but not its coefficient: a denser sheet has a deeper well near the donors and binds more electrons to screen it.

## (c) Set up the line. Does a decaying solution exist, is it unique, and is it neutral?

**Solution.** In cylindrical symmetry (1) reads $\phi''+\phi'/r=C\phi^{3/2}$. Gauss's law close to the line, $2\pi r\phi'\to-4\pi\lambda/\varepsilon$, gives $r\phi'\to-q$ with $q=2\lambda/\varepsilon$. Put $\phi=q\chi$ and $r=\ell x$. The equation becomes $\chi''+\chi'/x=C\ell^2q^{1/2}\chi^{3/2}$, and the choice $\ell=(C^2q)^{-1/4}$ leaves

$$\chi''+\frac{\chi'}x=\chi^{3/2},\qquad x\chi'\to-1\quad(x\to0). \tag{3}$$

No parameter remains, so one function serves every line density.

*Existence.* Near the line $\chi\simeq-\ln x+B$. Integrating (3) twice,

$$x\chi'=-1+Q(x),\qquad Q=\int_0^x s\chi^{3/2}ds,$$
$$\chi=B-\ln x+\int_0^x s\ln(x/s)\,\chi^{3/2}ds,$$

with $\chi^{3/2}$ replaced by zero where $\chi<0$. The integrals converge at the origin, so iteration gives one solution for each $B$, continuous in $B$.

- If $B$ is very negative, write $x=e^By$. The last term carries a factor $e^{2B}$ and becomes negligible for $y\le2$, so $\chi\simeq-\ln y$, which is negative at $y=2$. The solution crosses zero.
- If $B>2^{2/3}$, then $\chi\ge B$ on $0<x\le1$, so $Q(1)\ge B^{3/2}/2>1$. The slope has turned positive while $\chi>0$.

Each behaviour survives a small change of $B$. A crossing does so because $\chi$ and $\chi'$ cannot vanish together, which would force $\chi=0$ everywhere. The two sets of $B$ are therefore open, and they are disjoint. Two such sets cannot fill the line of real numbers, so for some $B$ neither happens: $\chi>0$ and $Q\le1$ for all $x$. This $\chi$ decreases to a limit $L$. If $L>0$, then $Q\ge L^{3/2}x^2/2$ would exceed 1, so $L=0$.

*Uniqueness.* Let $d=\chi_1-\chi_2$ for two decaying solutions with $B_1>B_2$. Then $d>0$ near the line, $xd'\to0$ there, and $(xd')'=x(\chi_1^{3/2}-\chi_2^{3/2})>0$ while $d>0$. So $d$ grows and cannot decay. Equal $B$ means equal solutions.

*Neutrality.* $x\chi'$ rises to the limit $-1+Q(\infty)\le0$. A negative limit $-c$ would make $\chi$ fall like $-c\ln x$ and become negative. Hence $Q(\infty)=1$: the electrons cancel the donors.

## (d) Which power laws solve the line equation, and what would they give for the plane and for a point donor?

**Solution.** Insert $\phi=Ar^{-p}$. The line Laplacian gives $[p(p+1)-p]Ar^{-p-2}=p^2Ar^{-p-2}$, and the right side is $CA^{3/2}r^{-3p/2}$. Equal powers require $p+2=3p/2$, so $p=4$, and then $16A=CA^{3/2}$:

$$A_{\rm li}=\left(\frac{16}{C}\right)^2=\frac{256}{C^2}. \tag{4}$$

For the plane the factor is $p(p+1)=20$, which reproduces (2). For a spherical charge it is $p(p+1)-2p=12$, giving $144/C^2$. The power is common to all three because it follows from matching two derivatives to the power $3/2$. The coefficient differs because the term $\phi'/r$ describes field lines spreading out. Spreading weakens the field without help from electrons, so fewer electrons, and a smaller $\phi$, go with the same power law.

This does not yet settle the line. The power law is infinitely steep at the origin and is not the solution of (c). It must be shown that the solution of (c) approaches it.

## (e) Prove that the line solution approaches a power law, and find the ratio of the two coefficients.

**Solution.** Define $u(r)=r^4\phi/A_{\rm li}$.

*Upper bound.* Let $D=\phi-A_{\rm li}r^{-4}$. Near the line $D\to-\infty$, since a logarithm is weaker than $r^{-4}$; far away $D\to0$. If $D$ were positive anywhere it would have a positive maximum, where $D''+D'/r\le0$. But both functions obey (1), so there $D''+D'/r=C[\phi^{3/2}-(A_{\rm li}r^{-4})^{3/2}]>0$. This is a contradiction, so $u\le1$. Nor can $u$ touch 1: there $D=D'=0$, and the two solutions would coincide everywhere. So $0<u<1$.

*Equation for $u$.* With $t=\ln r$, $r^2(\phi''+\phi'/r)=d^2\phi/dt^2$. For $\phi=A_{\rm li}e^{-4t}u$ this is $A_{\rm li}e^{-4t}(\ddot u-8\dot u+16u)$. The other side is $r^2C\phi^{3/2}=CA_{\rm li}^{3/2}e^{-4t}u^{3/2}$, and $CA_{\rm li}^{1/2}=16$. Therefore

$$\mathcal L[u]\equiv\ddot u-8\dot u+16u-16u^{3/2}=0. \tag{5}$$

*Lower bound.* Choose any radius $R$ and try, for $r\ge R$,

$$v=1-y,\qquad y=y_0(R/r)^s,\qquad y_0=1-u(R).$$

Since $\dot y=-sy$, we have $\dot v=sy$ and $\ddot v=-s^2y$. Squaring shows that $\sqrt{1-y}\le1-y/2$, so $(1-y)^{3/2}\le(1-y)(1-y/2)$ and

$$\mathcal L[v]\ge-s^2y-8sy+16(1-y)\frac y2=y\,[\,8(1-y)-8s-s^2\,].$$

Because $y\le y_0$, the bracket is non-negative if $s^2+8s=8(1-y_0)=8u(R)$, that is

$$s=\sqrt{16+8u(R)}-4>0. \tag{6}$$

Then $\psi=A_{\rm li}r^{-4}v$ satisfies $\nabla^2\psi\ge C\psi^{3/2}$, equals $\phi$ at $R$, and vanishes at infinity. If $\psi-\phi$ were positive beyond $R$, it would have a positive maximum with non-positive Laplacian, whereas its Laplacian is at least $C(\psi^{3/2}-\phi^{3/2})>0$. So $\phi\ge\psi$, and

$$0<1-u(r)\le[1-u(R)]\left(\frac Rr\right)^s. \tag{7}$$

The right side tends to zero, so $r^4\phi\to A_{\rm li}$. Inserting $C^2=128g^2m^3/(9\pi^2\varepsilon^2)$,

$$A_{\rm li}=\frac{18\pi^2\varepsilon^2}{g^2m^3},\qquad A_{\rm pl}=\frac{225\pi^2\varepsilon^2}{8g^2m^3},\qquad \boxed{\frac{A_{\rm li}}{A_{\rm pl}}=\left(\frac{16}{20}\right)^2=\frac{16}{25}} .$$

The host must be the same in both cases; the donor densities $\lambda$ and $N$ may be anything positive.

A numerical solution of (3), and of its plane counterpart, tests this without assuming a tail. The potential is set to zero at $x=e^{16}$, and $x^4\chi$ is read at $x=e^{13}$. It is 255.97 for the line and 399.99 for the plane, against 256 and 400; their ratio is 0.6399. The line's scaled electron charge is 0.99999, against 1.

## (f) How fast is each tail approached?

**Solution.** For the plane, expand (2): $z^4\phi/A_{\rm pl}=1-4z_0/z+\dots$. For the line put $u=1-w$ in (5) with small $w$. To first order $16u-16u^{3/2}\simeq-16w+24w=8w$, so $\ddot w-8\dot w-8w=0$. Trial solutions $e^{\sigma t}$ give $\sigma=4\pm2\sqrt6$, and the decaying one is

$$w\propto r^{-(2\sqrt6-4)}=r^{-0.899}.$$

The exponent $s$ in (6) tends to the same value as $u(R)\to1$. The numerical solution gives $w\simeq15\,x^{-0.899}$. The large prefactor and the small exponent together make the approach slow.

The exponent extracted from $u$ at $x=e^8,e^9,e^{10}$ is 0.893. The next order explains the difference. Keeping $w^2$ gives $\ddot w-8\dot w-8w+6w^2=0$, solved by $w=a-\kappa a^2$ with $a\propto e^{-\sigma_0t}$, $\sigma_0=0.899$ and $\kappa=6/(4\sigma_0^2+16\sigma_0-8)=0.62$. With $a=0.011$ at $x=e^8$, this lowers the extracted exponent by 0.006.

## (g) Evaluate both wells for phosphorus in silicon.

Use rough typical values: $\varepsilon=11.7$, $g=6$, $m_l=0.92$, $m_t=0.19$, a sheet of $2\times10^{14}$ cm$^{-2}$, and a strip of it 1.5 nm wide, treated as a line.

**Solution.** The mass is $m=(0.92\times0.19^2)^{1/3}=0.321$, and (1) gives $C=0.1122$. Hence

$$A_{\rm li}=\frac{256}{C^2}=2.03\times10^4\ \text{hartree bohr}^4=4.34\ \text{eV nm}^4,$$
$$A_{\rm pl}=\frac{400}{C^2}=3.18\times10^4\ \text{hartree bohr}^4=6.78\ \text{eV nm}^4 .$$

The sheet holds 2 donors per nm$^2$, so $\lambda=2\times1.5=3$ nm$^{-1}$. The lengths are $\ell=0.389$ nm and $z_0=1.77$ nm. At 10 nm, for example, the plane gives $6.78/(10+1.77)^4=3.53\times10^{-4}$ eV. The Thomas-Fermi depths at equal distance are:

| distance (nm) | line (meV) | plane (meV) | line/plane | $u$ |
|---|---|---|---|---|
| 2 | 23.1 | 33.5 | 0.689 | 0.085 |
| 10 | 0.209 | 0.353 | 0.593 | 0.482 |
| 100 | $3.93\times10^{-5}$ | $6.32\times10^{-5}$ | 0.622 | 0.905 |
| 1000 | $4.29\times10^{-9}$ | $6.73\times10^{-9}$ | 0.636 | 0.987 |

The ratio falls below 0.64 and then returns. By (f), at large distance it is $0.64\,[1-15(\ell/r)^{0.899}+4z_0/r]$ to leading order. The line's deficit decays more slowly than the plane's, so the limit is reached from below. At 1000 nm the two corrections are 0.013 and 0.007, which gives 0.636.

The bound (7) can be tried on the same solution. At $R=5$ nm, $u=0.281$, so $s=\sqrt{18.25}-4=0.272$. At 10 nm it requires $u\ge1-0.719\times2^{-0.272}=0.405$; the value is 0.482.

The line reaches 90% of its tail law at 94 nm and 99% at about 1300 nm. The last rows of the table therefore illustrate the equation; they do not predict voltages in a crystal. All these figures belong to the line of zero width. Equation (1) solved for the 1.5 nm strip itself has the same tail law but differs close in. At 2 nm from the centre the depth is 23.5 meV along the normal and 31 meV in the plane of the strip, at 10 nm it is 0.217 and 0.227 meV, and along the normal the 90% point lies near 86 nm.

## (h) Can this tail be seen in the real wire?

**Solution.** A local filling of plane waves requires the reduced wavelength $1/k$ to change slowly: $|d(1/k)/dr|\ll1$. Take $k=\sqrt{2m_t\phi}$, with the light mass as the most demanding choice. In the tail $1/k=r^2/\sqrt{2m_tA_{\rm li}}$, so

$$\left|\frac{d}{dr}\frac1k\right|=\frac{2r}{\sqrt{2m_tA_{\rm li}}},$$

which reaches 1 at $r_q=\tfrac12\sqrt{2m_tA_{\rm li}}=2.3$ nm. The wavelength grows faster than the distance, so the theory fails at large $r$ however many donors there are. For the actual line solution the measure is 1.7 at 2 nm and 5.3 at 10 nm, and its smallest value on the computed range is 1.06. The measure scales as the inverse square root of the mass, so this smallest value becomes 0.81 with $m$ and 0.48 with $m_l$. For no choice is it small compared with 1, so this wire is nowhere semiclassical by this measure.

More donors bring the onset of the tail inward, since $\ell\propto\lambda^{-1/4}$, but leave $r_q$ fixed. Moving the 90% point from 94 nm to $r_q$ would take $\lambda=3\,(93.9/2.33)^4\simeq8\times10^6$ nm$^{-1}$. Silicon has roughly 50 atoms per nm$^3$, so no nanometre-wide strip can hold this. A different host does not suffice either: for an isotropic mass $r_q\propto\varepsilon/(gm)$ and $\ell\propto g^{-1/2}m^{-3/4}\varepsilon^{3/4}\lambda^{-1/4}$, so $\ell/r_q\propto g^{1/2}(m/\varepsilon\lambda)^{1/4}$. At fixed $\lambda$, even $g=1$ together with a hundredfold smaller $m/\varepsilon$ would reduce this ratio only by $\sqrt6\times100^{1/4}\simeq8$, or by about 10 once the factor $\sqrt{m/m_t}=1.3$ gained by leaving silicon's anisotropic valleys is included, while a reduction by about 40 is needed.

The plane does better near its donors. There $1/k=(z+z_0)^2/\sqrt{2m_tA_{\rm pl}}$, and the measure is $(z+z_0)/(2.91\ \text{nm})$, or 0.61 at $z=0$. It reaches 1 at $z=1.1$ nm, still well short of the pure $z^{-4}$ region.

Other neglected effects also grow outward. The exchange energy at the Fermi surface of one valley, estimated as $k/(\pi\varepsilon)$ with $k=\sqrt{2m\phi}$, is 0.75 of the line's depth at 2 nm and 2.6 times it at 5 nm. At 4.2 K the thermal energy, 0.36 meV, equals the depth at 8.5 nm. A background doping of $10^{15}$ cm$^{-3}$ equals the line's electron density at 17 nm.

Real structures of this kind are phosphorus layers and strips patterned in silicon and measured at a few kelvin. The sheet density and width used here are roughly typical of them, but the smooth line of zero width is not: the donors average 0.33 nm apart along it, and the half-width, 0.75 nm, exceeds $\ell$. The model gives a field of 15 MV/cm beside the plane and 3.2 MV/cm for the ideal line at a radius equal to the strip's half-width. These are about 50 and 10 times the bulk breakdown field of silicon, roughly 0.3 MV/cm. On the faces of a strip of finite width, Gauss's law gives the same normal field as beside the plane, 15 MV/cm. They are built-in fields acting over about a nanometre, a length on which the bulk permittivity and masses are only rough guides. The plane's whole drop, 0.69 eV, is below the gap of roughly 1.1 eV, so in equilibrium no valence state is level with a state in the plane's well, and interband tunnelling is absent in the model of the plane. (The depth of the ideal line diverges at zero radius, so this argument does not cover it; equation (1) solved for the 1.5 nm strip gives a finite central depth of roughly 0.65 eV, also below the gap.) At such depths parabolic bands are themselves doubtful. For the wire, the wavelength and exchange measures are of order one already at 2 nm, so the depth of 23 meV there is an order of magnitude at best. A quantitative profile needs a quantum calculation of the occupied subbands. Such a calculation also changes the far boundary condition. For this sheet lying in a (001) plane, with the same $m_l$, $m_t$ and permittivity, the electrons fill only a few bound subbands, and the Fermi level lies below the far band edge by roughly 30 meV without exchange and roughly 70 meV with local exchange. The orientation matters because it fixes the confinement masses: (110) and (111) sheets give about 20 and 66 meV. The density then dies off exponentially, at 10 nm it is more than ten thousand times below the Thomas-Fermi value, and no $z^{-4}$ tail remains.

The ratio $16/25$ is thus a property of the zero-temperature Thomas-Fermi equation in two geometries. It can serve to check a numerical solver of that equation, provided the comparison is made far enough out. For 1% accuracy in each coefficient this means about 3300 scaling lengths $\ell$ from the line and about 400 offsets $z_0$ from the plane. The remaining values are in the numerical output.

## Numbers as computed

```
Scaled line tail, numerical: 255.970
Scaled plane tail, numerical: 399.989
Ratio of numerical tails: 0.63994
Largest relative plane-profile error: 1.3e-05
Scaled electron charge of line: 0.999991
Correction exponent, numerical: 0.8932
Correction exponent, theory: 0.8990
Correction amplitude in scaled x: 14.73
Constant B in chi = -ln x + B: 0.1187
Inputs: eps 11.7, valleys 6, m_l 0.92, m_t 0.19 m_e
Density-of-states mass per valley: 0.3214 m_e
Sheet density: 2.0e+14 cm^-2
Strip width: 1.50 nm
Line density: 3.00 nm^-1
C: 0.11219 hartree atomic units
A_line: 20339.8 hartree bohr^4
A_line: 4.3401 eV nm^4
A_plane: 31780.9 hartree bohr^4
A_plane: 6.7814 eV nm^4
Line scaling length: 0.3893 nm
Line scaling energy q: 738.4 meV
Plane offset z0: 1.7734 nm
Distance nm | line meV | plane meV | line/plane | u_line
     2 | 2.306e+01 | 3.345e+01 | 0.6894 | 0.0850
     5 | 1.953e+00 | 3.222e+00 | 0.6063 | 0.2813
    10 | 2.093e-01 | 3.530e-01 | 0.5931 | 0.4823
   100 | 3.929e-05 | 6.321e-05 | 0.6215 | 0.9052
  1000 | 4.285e-09 | 6.734e-09 | 0.6364 | 0.9874
 10000 | 4.333e-13 | 6.777e-13 | 0.6394 | 0.9984
Line reaches 90% of its tail law at: 93.9 nm
Line reaches 99% of its tail law at: 1297 nm
Distance nm | wavelength change | exchange/depth (line)
     1 | 1.29 | 0.37
     2 | 1.73 | 0.75
     5 | 3.06 | 2.57
    10 | 5.26 | 7.86
Smallest wavelength change for line: 1.06
  found at: 0.30 nm
Semiclassical limit of line tail: 2.33 nm
Semiclassical limit of plane tail: 2.91 nm
Line density for 90% tail at that limit: 8.0e+06 nm^-1
Thermal energy at 4.2 K: 0.362 meV
Line depth equals thermal energy at: 8.50 nm
Background doping: 1.0e+15 cm^-3
Line electron density equals it at: 16.75 nm
Plane depth at z = 0: 0.686 eV
Line depth at half width: 0.155 eV
Band gap, rough input: 1.1 eV
Field beside plane: 15.47 MV/cm
Field of line at half width: 3.23 MV/cm
```
